# Why chloride bridges in Al2Cl6 are not electron-deficient like methyl bridges

## The decision: how many electrons belong to a bridge

A multireference calculation of bridge opening in an aluminium precursor needs an active space: a small set of orbitals, with a stated number of electrons, treated beyond a single configuration. For Al₂Cl₆ a minimal set for one bridge has four electrons in four orbitals. For Al₂(CH₃)₆ it has two electrons in three. Copying one choice to the other molecule either leaves out a bonding pair or forces in electrons that do not belong to the bridge. The same count decides how localized orbitals and bond orders are to be read.

The two dimers have the same skeleton. Two aluminium atoms are joined by two bridging groups X, and each aluminium carries two terminal groups. There are eight Al–X contacts: four terminal, and two for each of the two bridges. A bridge is called electron-deficient here if it has fewer bonding electron pairs than Al–X contacts. This is a statement about pairs and contacts, not about a broken octet at aluminium.

## Counting the electrons

The count assigns electrons as if the atoms were neutral. Aluminium has three valence electrons. Two are used in its two terminal bonds, so one is left for its two bridges, or one half per bridge. Each bridge touches two aluminium atoms and receives

$$
2\times\tfrac12=1
$$

electron from aluminium.

Chlorine has seven valence electrons. A bridging chlorine keeps two lone pairs, four electrons, and puts the other three into the bridge. One of these is the electron any chlorine uses in an ordinary single bond. The other two are a former lone pair. Hence

$$
n(\text{Al–Cl–Al})=1+1+2=4 .
$$

Carbon has four valence electrons. In a methyl group three of them are used in C–H bonds, which leaves one:

$$
n(\text{Al–C–Al})=1+1=2 .
$$

The chloride bridge has two pairs for two contacts. The methyl bridge has one pair for two contacts.

The whole-molecule count agrees. Al₂Cl₆ has $2\times3+6\times7=48$ valence electrons, or 24 pairs. Four terminal chlorines hold three lone pairs each and two bridging chlorines hold two each, so $4\times3+2\times2=16$ pairs are not Al–Cl bonds, and 8 remain for 8 contacts. Al₂(CH₃)₆ has $2\times3+6\times(4+3)=48$ valence electrons, again 24 pairs. Six methyl groups use $6\times3=18$ pairs in C–H bonds, and 6 remain for 8 contacts.

Aluminium is surrounded by four pairs in both molecules. In the methyl compound these are two terminal pairs and two bridge pairs, the latter shared with the other aluminium. An octet count at aluminium therefore does not distinguish the bridges.

Assigning electrons to ions instead gives the same answer. A chloride ion has four pairs and can direct two of them at two metals. A methyl anion has one pair not tied up in C–H bonds, and both metals must share it. In this picture the bridge electrons all start on X, but their number is unchanged.

It is tempting to draw one Al–Cl bridge bond as ordinary and the other as donated by the lone pair. In the symmetric dimer the two contacts are equivalent, so this labelling serves the bookkeeping and does not identify two kinds of bond.

## Why the extra pair can bind

In an orbital picture, additional electrons add to the bonding only if a bonding orbital is available for them. A small mean-field model shows when this is so. Let $h_1$ and $h_2$ be the orbitals that the two aluminium atoms point at the bridge. Overlap between different orbitals is neglected, and so is any direct coupling between $h_1$ and $h_2$ or between two orbitals on X. The zero of energy is an electron in an orbital of X, and an electron in $h_1$ or $h_2$ has energy $\Delta>0$. The coupling between an orbital of X and the aluminium orbital it points at is $\beta$.

**Two orbitals on X.** A bridging chlorine has two in-plane orbitals, $x_1$ pointing at the first aluminium and $x_2$ at the second. If cross-couplings are neglected, the problem splits into two identical two-orbital problems. Each has energies given by

$$
\begin{vmatrix}-E&\beta\\ \beta&\Delta-E\end{vmatrix}
=-E(\Delta-E)-\beta^2=E^2-\Delta E-\beta^2=0 .
$$

The quadratic formula gives the lower root,

$$
E_2=\frac{\Delta-\sqrt{\Delta^2+4\beta^2}}{2}<0 .
$$

There are two such levels, one per contact. Four electrons fill both, and all four are lowered in energy.

**One orbital on X.** A methyl group offers one orbital $x$, which couples equally to $h_1$ and $h_2$. Form the combinations

$$
h_\pm=\frac{h_1\pm h_2}{\sqrt2}.
$$

Their couplings to $x$ are

$$
\langle x|H|h_+\rangle=\frac{\beta+\beta}{\sqrt2}=\sqrt2\,\beta,
\qquad
\langle x|H|h_-\rangle=\frac{\beta-\beta}{\sqrt2}=0 .
$$

The combination $h_-$ stays at energy $\Delta$ and is nonbonding. The other two orbitals obey the previous quadratic with $\beta^2$ replaced by $2\beta^2$, so the lower level is

$$
E_3=\frac{\Delta-\sqrt{\Delta^2+8\beta^2}}{2}.
$$

Two electrons fill it. Two more would enter $h_-$ at energy $\Delta$, where in this model they gain nothing from the bridge. Chlorine thus brings both the second pair and the second orbital through which that pair can bind.

The orbital counts fix the minimal active spaces quoted at the start: $x_1,x_2,h_1,h_2$ with four electrons for chloride, and $x,h_1,h_2$ with two for methyl. With both bridges included they become eight electrons in eight orbitals and four electrons in six.

### Electron-deficient does not mean weak

The energy gained relative to the same electrons sitting on X is $-4E_2$ for the chloride-type bridge and $-2E_3$ for the methyl-type bridge. Compare them at equal $\beta$ and $\Delta$.

In the nonpolar limit, $\Delta=0$, the levels are $E_2=-|\beta|$ and $E_3=-\sqrt2|\beta|$. The gains are $4|\beta|$ and $2\sqrt2|\beta|\approx2.8|\beta|$, so the second pair brings a clear advantage.

In the polar limit, $\Delta\gg|\beta|$, use $\sqrt{1+u}\approx1+u/2$ for small $u$:

$$
\sqrt{\Delta^2+4\beta^2}\approx\Delta+\frac{2\beta^2}{\Delta},
\qquad
\sqrt{\Delta^2+8\beta^2}\approx\Delta+\frac{4\beta^2}{\Delta}.
$$

Hence $E_2\approx-\beta^2/\Delta$ and $E_3\approx-2\beta^2/\Delta$. Both gains are $4\beta^2/\Delta$. To leading order, one pair interacting with two acceptors gains as much as two pairs interacting with one acceptor each. The pair count alone therefore does not rank the strengths of real bridges, whose $\beta$, $\Delta$ and repulsions also differ.

## Reading the bridge from a calculation

Both dimers were computed by restricted Hartree–Fock theory with the 6-31G basis. The geometries are rough, rounded and unrelaxed. For Al₂Cl₆ the bridge and terminal Al–Cl distances are 0.225 and 0.207 nm, with an Al–Cl–Al angle of 90°. For Al₂(CH₃)₆ the corresponding Al–C distances are 0.215 and 0.195 nm, with an angle of 75°.

The occupied valence orbitals (core orbitals are left out throughout) were expressed in orthonormal atomic orbitals adapted to the molecule, known as intrinsic atomic orbitals. If a pair occupies an orbital with real coefficients $c_i$, its share on atom $A$ is

$$
p_A=\sum_{i\in A}c_i^2,\qquad \sum_A p_A=1 .
$$

The orbitals were then localized by the Pipek–Mezey method, which mixes occupied orbitals so as to make the sum of the squared atomic shares as large as possible. This leaves the total density unchanged.

Four pairs are centred on each chlorine or carbon. Their total shares on aluminium, for one bridging atom, are:

| Bridge | Al shares of the four pairs |
|---|---|
| Al–Cl–Al | 0.173, 0.173, 0.029, 0.011 |
| Al–C–Al | 0.278, 0.029, 0.029, 0.009 |

Bonding pairs are counted down to the largest drop in the list. For chlorine it lies between 0.173 and 0.029, after two pairs. For carbon it lies between 0.278 and 0.029, after one. The same rule applied to all six groups gives 8 bonding pairs in Al₂Cl₆ and 6 in Al₂(CH₃)₆, as the electron count requires.

The pairs also differ in shape. Each chloride pair has a share of 0.166 on one aluminium and 0.008 on the other; the second pair is its mirror image. The methyl pair has 0.139 on each aluminium and 0.712 on carbon. The first kind is a two-centre bond with a small tail, the second a three-centre bond.

The four electrons of the chloride bridge are not evenly shared. Each pair has 0.821 of its weight on chlorine, so the two pairs together place about $4\times0.821=3.3$ electrons there. "Four electrons per bridge" counts the electrons that take part, not electrons transferred to aluminium.

### Where the second pair comes from

In the monomer AlCl₃, the four pairs of a chlorine have aluminium shares of 0.241, 0.052, 0.033 and 0.007. The largest drop comes after the first, which leaves one bond and three lone pairs. In the dimer's bridge there are two bonds and two lone pairs. One lone pair has become a bonding pair.

The methyl carbon has no such reserve. Its other three pairs have hydrogen shares of 0.41 to 0.42: they are C–H bonds.

The bridge angle might be suspected as the cause, since the methyl bridge is more acute. Al₂Cl₆ was therefore also computed at 75°, with its Al–Cl distances and terminal angles held fixed. Each bridging chlorine still has two bonding pairs. The narrower angle does not turn the chloride bridge into a methyl-type bridge.

### When orbitals look delocalized

Plots of canonical orbitals can show chloride bridge orbitals spread over both aluminium atoms. This does not contradict the count. Let $\phi_1$ and $\phi_2$ be the two filled bond orbitals, and let $\phi_\pm=(\phi_1\pm\phi_2)/\sqrt2$. Then

$$
\phi_+^2+\phi_-^2
=\tfrac12(\phi_1^2+2\phi_1\phi_2+\phi_2^2)
+\tfrac12(\phi_1^2-2\phi_1\phi_2+\phi_2^2)
=\phi_1^2+\phi_2^2 .
$$

The density is the same, though each new orbital covers three atoms. The number of filled orbitals matters, not the spread of one plotted orbital. A methyl bridge has no second bridge pair with which its three-centre orbital could be recombined into two separate Al–C bonds.

### A comparison that does not depend on how filled orbitals are combined

The density matrix gives a second route. For doubly occupied orbitals it is

$$
P=2\sum_k c_kc_k^{\mathsf T}.
$$

Divide each orbital into its part $x_k$ on the bridging atom, its part $m_k$ on the two aluminium atoms and the rest. The block of $P$ that connects X to aluminium is

$$
B=2\sum_k x_km_k^{\mathsf T}.
$$

For one pair, $B=2xm^{\mathsf T}$. Acting on the unit vector $m/|m|$, it gives

$$
B\frac{m}{|m|}=2x\,\frac{m^{\mathsf T}m}{|m|}=2|m|\,x ,
$$

a vector of length $2|x||m|$. Acting on any vector perpendicular to $m$, it gives zero. The block thus has one nonzero singular value,

$$
\sigma=2|x||m|=2\sqrt{p_{\mathrm X}p_{\mathrm{Al}}},
$$

where $p_{\mathrm{Al}}$ is the total share on both aluminium atoms. Two pairs whose parts on X are mutually perpendicular, and whose parts on aluminium are too, give two such values. Recombining filled orbitals leaves $P$, and hence the singular values, unchanged.

The three largest values are 0.720, 0.678 and 0.304 for the chloride bridge, and 0.836, 0.306 and 0.149 for the methyl bridge. The ratio of second to first is 0.942 for chloride and 0.366 for methyl. A test set at one half separates these two bridges: two large values against one.

The remaining values near 0.3 are not negligible, because the square root magnifies small shares. A pair with 0.03 on aluminium and 0.97 on X would give $2\sqrt{0.03\times0.97}=0.34$. Singular values should therefore be judged by their pattern, not by whether they vanish.

The same effect makes one half unsafe as a general threshold. In AlCl₃ the two largest aluminium shares of a chlorine's pairs are 0.241 and 0.052. If the rest of each pair is on chlorine, the formula gives 0.86 and 0.44, a ratio of 0.52; the density matrix itself gives 0.817 and 0.419, a ratio of 0.51. Both exceed one half, although localization finds only one bond. The singular values support the comparison of the two bridges; they do not by themselves count the bonds of any chlorine.

The pair formula can be compared with the full density matrix. For methyl,

$$
2\sqrt{0.712\times0.278}\approx0.89,
$$

against 0.836, an excess of 6% relative to the density-matrix value. For chloride, the formula gives 0.755 from the two bond pairs. The root mean square of the first two singular values is

$$
\sqrt{\frac{0.720^2+0.678^2}{2}}=0.699 ,
$$

so the excess is 8%. Nearly all of the excess arises because the formula leaves out pairs centred on other atoms, whose tails also contribute to the block between X and aluminium.

### Sharing between the metals

A three-centre pair also links the two aluminium atoms. If its share on each is $w$, the matrix element between $h_1$ and $h_2$ has magnitude $2\sqrt{w\,w}=2w$, and its square is $4w^2$. For two bridges that use perpendicular aluminium orbitals, the sum of squares is

$$
2\times4w^2=8w^2=8\times0.139^2\approx0.15 .
$$

This is only an estimate, because the aluminium parts of the two bridge pairs are not perpendicular in the molecule. If the cosine of the angle between them, as coefficient vectors, is $c$ on each aluminium, the sum becomes $8w^2(1+c^2)$, which is larger. The full calculation, which includes all valence pairs, gives 0.182 for Al₂(CH₃)₆. Including the core orbitals would raise this index, and the chloride one below, by about 0.005. Ideal two-centre bonds would give zero; Al₂Cl₆ gives 0.032. The small index agrees with two nearly separate Al–Cl bonds per bridge. The larger one for methyl shows shared bridge electrons and does not require a separate Al–Al bond.

## Limits, real precursors and what to do

The count is robust to one change of electronic method. With the PBE functional, at the same geometry and in the same basis, the aluminium shares of the bridging chlorine's pairs become 0.185, 0.185, 0.037 and 0.013. There are still two bonding pairs. The largest shares do change, from 0.173 to 0.185, so their second digit should carry little weight. Adding d functions (6-31G*, Hartree–Fock) also leaves two bonding pairs per bridging chlorine. It moves the largest shares from 0.173 to 0.167, the first two singular values from 0.720 and 0.678 to 0.725 and 0.660, and the largest AlCl₃ share from 0.241 to 0.228. The methyl dimer was not repeated in this basis, and other ways of assigning density to atoms were not tried.

Energies are much less secure. Splitting Al₂Cl₆ into two planar AlCl₃ molecules, with all bonds set to 0.207 nm and not optimized, costs 0.38 eV in Hartree–Fock theory and about 0.7 eV with PBE on a coarse grid; a finer grid raises the PBE value by about 0.05 eV, to about 0.8 eV. The real dissociation energy is roughly 1.3 eV, so both values are far too low. The basis has no d functions on Al or Cl, and this matters: with 6-31G* at the same geometries the Hartree–Fock value nearly doubles, to 0.75 eV. The geometries are also not optimized and dispersion is missing. These are possible reasons for the remaining gap, but the calculation does not test them. These energies should not be used to predict vapour composition.

Both compounds are used as aluminium sources in vapour deposition, and the distances and angles chosen here are close to typical gas-phase values. One assumption that can fail in a reactor is that the molecule remains a dimer. At 400 K, a rough temperature for a heated source or line, $k_{\mathrm B}T=0.0345$ eV. The Hartree–Fock splitting energy is 11 times this in the 6-31G basis and 22 times with d functions, and the rough real value nearly 40 times. That ratio does not give the monomer fraction, because dissociation creates two molecules from one and is favoured by entropy and low pressure. Whether the dimer survives must be decided from the free energies of the compound concerned, at its own temperature and pressure. Once the dimer has split, there is no bridge: each chlorine in AlCl₃ has one bonding pair, whereas a bridging chlorine had two, and aluminium has three bonding pairs and an acceptor orbital. Adsorption on a surface can also replace a bridge by a bond to a surface atom, and the count must then be made again.

For calculations on these precursors, the following choices follow:

- If a multireference treatment is needed, start for one bridge from four electrons in four orbitals for chloride and two in three for methyl. Enlarge the set if terminal bonds or other lone pairs take part in the reaction.
- Before calling a bridge three-centred, localize the occupied orbitals and count the pairs. One delocalized canonical orbital is not sufficient evidence.
- Do not infer dimer stability from the pair count. Use relaxed dimers and monomers, polarization functions, a method that includes correlation and dispersion, and free energies at the process temperature and pressure.
- For another bridging group, ask whether it has a second available pair in an orbital that can point at the second metal. If it has, a chloride-type bridge is possible; if its other pairs are tied up in σ bonds, as in methyl, expect a three-centre pair. Groups with π bonds, such as alkynyl, need a separate check, because a π pair can bind the second metal.

The full set of computed values is given in the numerical output below.

## Computed results

```
Method: RHF/6-31G, density fitting, rough rounded geometries
Al2Cl6: bridge Al-X 0.225 nm, terminal Al-X 0.207 nm, Al-X-Al 90 deg
Al2(CH3)6: bridge Al-X 0.215 nm, terminal Al-X 0.195 nm, Al-X-Al 75 deg
Al2Cl6: valence pairs 24, Al-X bonding pairs 8, other pairs 16
Al2Cl6: electrons per Al-X-Al bridge 4
Al2(CH3)6: valence pairs 24, Al-X bonding pairs 6, other pairs 18
Al2(CH3)6: electrons per Al-X-Al bridge 2
AlCl3 monomer: Al-Cl bonding pairs per Cl 1
Al2Cl6 at methyl bridge angle: pairs per bridging Cl 2
Al2Cl6 with PBE: pairs per bridging Cl 2
Shares below are fractions of one electron pair
AlCl3, Al share of the four Cl pairs: 0.241 0.052 0.033 0.007
Al2Cl6 bridge, total Al share of the four Cl pairs: 0.173 0.173 0.029 0.011
Al2Cl6 bridge pair 1, shares on Al(1), Al(2): 0.008 0.166
Al2Cl6 bridge pair 2, shares on Al(1), Al(2): 0.166 0.008
Al2Cl6 bridge pairs 1 and 2, share on Cl: 0.821 0.821
Al2(CH3)6 bridge, total Al share of the four C pairs: 0.278 0.029 0.029 0.009
Al2(CH3)6 bridge pair, shares on Al(1), Al(2): 0.139 0.139
Al2(CH3)6 bridge pair, share on C: 0.712
Al2(CH3)6 other three C pairs, share on H: 0.410 0.410 0.417
Al2Cl6 bridge, three largest singular values: 0.720 0.678 0.304
Al2(CH3)6 bridge, three largest singular values: 0.836 0.306 0.149
Al2Cl6 second/first singular value: 0.942
Al2(CH3)6 second/first singular value: 0.366
Al2Cl6 rms of first two: density matrix, pair formula: 0.699 0.755
Al2(CH3)6 first value: density matrix, pair formula: 0.836 0.889
Al-Al sharing index, Al2Cl6: 0.032
Al-Al sharing index, Al2(CH3)6: 0.182
Al2Cl6 bridge with PBE, total Al share of the four Cl pairs: 0.185 0.185 0.037 0.013
Energy to split Al2Cl6 into 2 AlCl3, RHF (eV): 0.38
Energy to split Al2Cl6 into 2 AlCl3, PBE, coarse grid (eV): 0.7
Rough precursor temperature (K): 400
Thermal energy kT at that temperature (eV): 0.0345
RHF splitting energy divided by kT: 11
```
